# Spurious Dudarev energy and potential from nickel 3d charge outside the sphere: a numerical check

```python
"""Nickel 3d charge in spheres and the spurious Dudarev correction.

Result under test: if a filled, normalised 3d spin-orbital has the charge
q(R) = integral_0^R u(r)^2 dr in a sphere and q is used as its occupation, then
E = (U/2) Tr(n - n^2) gives
    energy U q (1-q)/2, potential U (1/2-q), first-order shift U q (1/2-q),
    filled-empty splitting U q^2,
instead of 0, -U/2, -U/2 and U.  For projection on the cut, unnormalised
orbital the weight q is replaced by q^2.
u: radial function, R: sphere radius (bohr), U: effective Hubbard parameter.
Radial functions: non-relativistic, spherical, spin-unpolarised LDA (VWN).
Atomic units inside the solver, eV for Hubbard quantities.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.interpolate import BSpline
from scipy.linalg import eigh
from scipy.special import gammainc
from pyscf import dft, gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z = 28
U = 6.0
RADII = [1.8, 2.0, 2.2, 2.4]
XC = "lda,vwn"

# B-spline basis vanishing at both ends; sphere radii are breakpoints
R_MAX, DEGREE = 30.0, 7
points = np.geomspace(1e-3, R_MAX, 70)
points = points[(points < 1.65) | (points > 2.55)]
breaks = np.sort(np.concatenate([[0.0], points, RADII]))
breaks[-1] = R_MAX
knots = np.concatenate([[0.0] * DEGREE, breaks, [R_MAX] * DEGREE])
n_splines = len(knots) - DEGREE - 1
gauss_x, gauss_w = np.polynomial.legendre.leggauss(12)
half = np.diff(breaks) / 2
middle = (breaks[1:] + breaks[:-1]) / 2
r = (middle[:, None] + half[:, None] * gauss_x).ravel()
w = (half[:, None] * gauss_w).ravel()
splines = BSpline(knots, np.eye(n_splines), DEGREE)
B = splines(r)[:, 1:-1]
D = splines.derivative()(r)[:, 1:-1]
overlap = B.T @ (w[:, None] * B)
stiffness = D.T @ (w[:, None] * D)


def hamiltonian(l, potential):
    local = w * (l * (l + 1) / (2 * r**2) + potential)
    return stiffness / 2 + B.T @ (local[:, None] * B)


def sphere_charge(u, radius):
    inside = r < radius
    return np.sum(w[inside] * u[inside] ** 2)


def solve_atom(shells):
    """shells[l] lists the electrons in successive shells of that l."""
    electrons = sum(sum(s) for s in shells)
    x = r * Z ** (1 / 3) / 0.8853
    potential = -(1 + (Z - 1) / (1 + 0.6 * x) ** 2) / r
    old_density = np.zeros_like(r)
    for _ in range(500):
        density, band = np.zeros_like(r), 0.0
        for l, occupations in enumerate(shells):
            energies, vectors = eigh(hamiltonian(l, potential), overlap)
            for k, occupation in enumerate(occupations):
                u = B @ vectors[:, k]
                density += occupation * u**2
                band += occupation * energies[k]
        # after the loop, energies, vectors and u belong to the 3d channel
        coeff = np.linalg.solve(stiffness, B.T @ (w * density / r))
        hartree = (electrons * r / R_MAX + B @ coeff) / r
        exc, vxc = dft.libxc.eval_xc(XC, density / (4 * np.pi * r**2))[:2]
        change = np.sum(w * abs(density - old_density))
        if change < 1e-8:
            break
        old_density = density
        new_potential = -Z / r + hartree + vxc[0]
        potential = 0.7 * potential + 0.3 * new_potential
    assert change < 1e-8
    total = band + np.sum(w * density * (-potential - Z / r + hartree / 2 + exc))
    return dict(total=total, e3d=energies[0], c3d=vectors[:, 0], u3d=u,
                potential=potential)


# Test 1: hydrogenic 3d level and sphere charge in closed form
charge = 7.0
levels, vecs = eigh(hamiltonian(2, -charge / r), overlap)
assert abs(levels[0] + charge**2 / 18) < 1e-7
for R in RADII:
    assert abs(sphere_charge(B @ vecs[:, 0], R)
               - gammainc(7, 2 * charge * R / 3)) < 1e-7

atom = solve_atom([[2, 2, 2, 2], [6, 6], [8]])
atom_d9 = solve_atom([[2, 2, 2, 1], [6, 6], [9]])
ion = solve_atom([[2, 2, 2], [6, 6], [8]])
q = np.array([sphere_charge(atom["u3d"], R) for R in RADII])

# Test 2: independent Gaussian-basis calculation of the same atom
basis = [b for b in gto.basis.load("def2-qzvp", "Ni") if b[0] <= 2]
mol = gto.M(atom="Ni 0 0 0", basis={"Ni": basis}, spin=0, verbose=0)
ao_letter = np.array([label[2][-1] for label in mol.ao_labels(fmt=None)])


def spherical_occupations(mo_energy=None, mo_coeff=None):
    weight = np.array([(mo_coeff[ao_letter == s] ** 2).sum(0) for s in "spd"])
    kind = weight.argmax(0)
    occupation = np.zeros(len(mo_energy))
    order = np.argsort(mo_energy)
    for l, (count, value) in enumerate([(4, 2.0), (6, 2.0), (5, 1.6)]):
        occupation[order[kind[order] == l][:count]] = value
    return occupation


mf = dft.RKS(mol)
mf.xc = XC
mf.grids.level = 4
mf.max_cycle = 100
mf.get_occ = spherical_occupations
mf.kernel()
assert mf.converged
assert -1e-3 < mf.e_tot - atom["total"] < 0.1
d_orbitals = mf.mo_coeff[:, abs(mf.mo_occ - 1.6) < 1e-6]
assert d_orbitals.shape[1] == 5
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
line_x, line_w = np.polynomial.legendre.leggauss(150)
q_gauss = []
for R in RADII:
    s = R * (line_x + 1) / 2
    values = mol.eval_gto("GTOval_sph", s[:, None] * direction) @ d_orbitals
    u_squared = 4 * np.pi * s**2 * (values**2).sum(1) / 5
    q_gauss.append(np.sum(line_w * R / 2 * u_squared))
q_gauss = np.array(q_gauss)
assert np.max(abs(q_gauss - q)) < 0.004

# Test 3: both projector weights from eigenvalue derivatives, and relaxation.
# Working in the unperturbed states below 1000 hartree keeps the huge spline
# eigenvalues, and the rounding error they cause, out of small differences.
d_levels, d_states = eigh(hamiltonian(2, atom["potential"]), overlap)
largest_level = d_levels[-1]
d_states = d_states[:, d_levels < 1e3]
d_levels = d_levels[d_levels < 1e3]
step = 1e-4


def lowest(added):
    matrix = np.diag(d_levels) + d_states.T @ added @ d_states
    energies, vectors = eigh(matrix)
    return energies[0], d_states @ vectors[:, 0]


relaxed_shift, relaxed_q = [], []
for R, weight in zip(RADII, q):
    inside = (r < R) * w
    sphere = B.T @ (inside[:, None] * B)
    cut = sphere @ atom["c3d"]
    for operator, expected in [(sphere, weight),
                               (np.outer(cut, cut), weight**2)]:
        slope = (lowest(step * operator)[0]
                 - lowest(-step * operator)[0]) / (2 * step)
        assert abs(slope - expected) < 1e-5
    occupation = weight
    for _ in range(200):
        depth = U / HARTREE_EV * (0.5 - occupation)
        energy, vector = lowest(depth * sphere)
        new_occupation = vector @ sphere @ vector
        difference = abs(new_occupation - occupation)
        occupation = new_occupation
        if difference < 1e-11:
            break
    assert difference < 1e-11
    shift = energy - d_levels[0]
    assert depth < shift < depth * weight
    relaxed_shift.append(shift * HARTREE_EV)
    relaxed_q.append(occupation)


# Test 4: Hubbard formulas against traces and numerical derivatives
def hubbard_energy(n):
    return U / 2 * np.trace(n - n @ n).real


rng = np.random.default_rng(4)
frame = np.linalg.qr(rng.normal(size=(5, 5)) + 1j * rng.normal(size=(5, 5)))[0]
filled = np.outer(frame[:, 0], frame[:, 0].conj())
empty = np.outer(frame[:, 1], frame[:, 1].conj())


def derivative(function, x0, h=1e-3):
    return (function(x0 + h) - function(x0 - h)) / (2 * h)


energy = U * q * (1 - q) / 2
potential = U * (0.5 - q)
shift = q * potential
shift_error = U / 2 * (1 - q) * (1 + 2 * q)
splitting = U * q**2
cut_energy = U * q**2 * (1 - q**2) / 2
cut_potential = U * (0.5 - q**2)
for i, weight in enumerate(q):
    n = weight * filled
    assert abs(hubbard_energy(n) - energy[i]) < 1e-9
    v_filled = derivative(lambda t: hubbard_energy(n + t * filled), 0.0)
    v_empty = derivative(lambda t: hubbard_energy(n + t * empty), 0.0)
    assert abs(v_filled - potential[i]) < 1e-8
    assert abs(v_empty - U / 2) < 1e-8
    de_filled = derivative(lambda f: hubbard_energy(f * weight * filled), 1.0)
    de_empty = derivative(lambda f: hubbard_energy(n + f * weight * empty), 0.0)
    assert abs(de_filled - shift[i]) < 1e-8
    assert abs(de_filled + U / 2 - shift_error[i]) < 1e-8
    assert abs(de_empty - de_filled - splitting[i]) < 1e-8
    n_cut = weight**2 * filled
    assert abs(hubbard_energy(n_cut) - cut_energy[i]) < 1e-9
    v_cut = derivative(lambda t: hubbard_energy(n_cut + t * filled), 0.0)
    assert abs(v_cut - cut_potential[i]) < 1e-8
    # renormalised occupation n/q: zero energy, sphere potential -U/(2q)
    assert abs(hubbard_energy(n / weight)) < 1e-9
    v_renorm = derivative(
        lambda t: hubbard_energy((n + t * filled) / weight), 0.0)
    assert abs(v_renorm + U / (2 * weight)) < 1e-8

print(f"Effective Hubbard parameter U = {U:.1f} eV")
print(f"Ni 3d8 4s2 total energy, splines   = {atom['total']:.4f} hartree")
print(f"Ni 3d8 4s2 total energy, Gaussians = {mf.e_tot:.4f} hartree")
print(f"Ni 3d level (LDA) = {atom['e3d'] * HARTREE_EV:.3f} eV")
print(f"Mean 3d radius = {np.sum(w * r * atom['u3d']**2):.4f} bohr")
print(f"Largest 3d-channel spline eigenvalue = {largest_level:.1e} hartree")
print("Estimated derivative noise if such states were kept = "
      f"{np.finfo(float).eps * largest_level / step:.1e} electrons")
print("Charge q per 3d electron (electrons), and 8q for 3d8:")
for i, R in enumerate(RADII):
    print(f"  R={R:.1f} bohr: q={q[i]:.4f}, outside={1-q[i]:.4f}, "
          f"8q={8*q[i]:.3f}, Gaussian q={q_gauss[i]:.4f}")
print("Charge q for other configurations (electrons):")
for R in RADII:
    print(f"  R={R:.1f} bohr: 3d9 4s1 {sphere_charge(atom_d9['u3d'], R):.4f}, "
          f"Ni2+ 3d8 {sphere_charge(ion['u3d'], R):.4f}")
print("Spurious energy per filled spin-orbital, and for eight (eV):")
for i, R in enumerate(RADII):
    print(f"  R={R:.1f} bohr: one {energy[i]:.4f}, eight {8*energy[i]:.3f}")
print(f"Potential in the sphere (eV), correct value {-U/2:.1f} eV:")
for i, R in enumerate(RADII):
    print(f"  R={R:.1f} bohr: V={potential[i]:.4f}, "
          f"excess={potential[i]+U/2:.4f}, renormalised={-U/(2*q[i]):.4f}")
print("First-order level shift, its error, filled-empty splitting (eV):")
for i, R in enumerate(RADII):
    print(f"  R={R:.1f} bohr: shift={shift[i]:.4f}, "
          f"error={shift_error[i]:.4f}, splitting={splitting[i]:.4f}")
print("Relaxed 3d orbital, frozen Kohn-Sham potential:")
for i, R in enumerate(RADII):
    print(f"  R={R:.1f} bohr: shift={relaxed_shift[i]:.4f} eV, "
          f"q={relaxed_q[i]:.4f} electrons")
print("Cut-orbital projector, weight q^2:")
for i, R in enumerate(RADII):
    print(f"  R={R:.1f} bohr: q^2={q[i]**2:.4f}, "
          f"energy={cut_energy[i]:.4f} eV, V={cut_potential[i]:.4f} eV")
print(f"At R={RADII[1]:.1f} bohr: spurious energy = "
      f"{1000*energy[1]/HARTREE_EV:.2f} millihartree, excess potential = "
      f"{1000*(potential[1]+U/2)/HARTREE_EV:.2f} millihartree")
print("all tests passed")
```

Output:

```
Effective Hubbard parameter U = 6.0 eV
Ni 3d8 4s2 total energy, splines   = -1505.5802 hartree
Ni 3d8 4s2 total energy, Gaussians = -1505.5666 hartree
Ni 3d level (LDA) = -9.489 eV
Mean 3d radius = 1.0038 bohr
Largest 3d-channel spline eigenvalue = 1.1e+09 hartree
Estimated derivative noise if such states were kept = 2.4e-03 electrons
Charge q per 3d electron (electrons), and 8q for 3d8:
  R=1.8 bohr: q=0.9048, outside=0.0952, 8q=7.238, Gaussian q=0.9043
  R=2.0 bohr: q=0.9333, outside=0.0667, 8q=7.466, Gaussian q=0.9330
  R=2.2 bohr: q=0.9532, outside=0.0468, 8q=7.625, Gaussian q=0.9531
  R=2.4 bohr: q=0.9671, outside=0.0329, 8q=7.737, Gaussian q=0.9673
Charge q for other configurations (electrons):
  R=1.8 bohr: 3d9 4s1 0.8648, Ni2+ 3d8 0.9236
  R=2.0 bohr: 3d9 4s1 0.8984, Ni2+ 3d8 0.9502
  R=2.2 bohr: 3d9 4s1 0.9232, Ni2+ 3d8 0.9678
  R=2.4 bohr: 3d9 4s1 0.9418, Ni2+ 3d8 0.9793
Spurious energy per filled spin-orbital, and for eight (eV):
  R=1.8 bohr: one 0.2584, eight 2.067
  R=2.0 bohr: one 0.1868, eight 1.494
  R=2.2 bohr: one 0.1339, eight 1.071
  R=2.4 bohr: one 0.0955, eight 0.764
Potential in the sphere (eV), correct value -3.0 eV:
  R=1.8 bohr: V=-2.4288, excess=0.5712, renormalised=-3.3157
  R=2.0 bohr: V=-2.5997, excess=0.4003, renormalised=-3.2144
  R=2.2 bohr: V=-2.7190, excess=0.2810, renormalised=-3.1474
  R=2.4 bohr: V=-2.8024, excess=0.1976, renormalised=-3.1022
First-order level shift, its error, filled-empty splitting (eV):
  R=1.8 bohr: shift=-2.1976, error=0.8024, splitting=4.9120
  R=2.0 bohr: shift=-2.4263, error=0.5737, splitting=5.2262
  R=2.2 bohr: shift=-2.5917, error=0.4083, splitting=5.4512
  R=2.4 bohr: shift=-2.7101, error=0.2899, splitting=5.6113
Relaxed 3d orbital, frozen Kohn-Sham potential:
  R=1.8 bohr: shift=-2.2869 eV, q=0.9180 electrons
  R=2.0 bohr: shift=-2.5012 eV, q=0.9440 electrons
  R=2.2 bohr: shift=-2.6512 eV, q=0.9614 electrons
  R=2.4 bohr: shift=-2.7558 eV, q=0.9733 electrons
Cut-orbital projector, weight q^2:
  R=1.8 bohr: q^2=0.8187, energy=0.4454 eV, V=-1.9120 eV
  R=2.0 bohr: q^2=0.8710, energy=0.3370 eV, V=-2.2262 eV
  R=2.2 bohr: q^2=0.9085, energy=0.2493 eV, V=-2.4512 eV
  R=2.4 bohr: q^2=0.9352, energy=0.1818 eV, V=-2.6113 eV
At R=2.0 bohr: spurious energy = 6.86 millihartree, excess potential = 14.71 millihartree
all tests passed
```
